**Dyson orbital norms and the self-energy derivative in LiH**

At a discrete pole $\varepsilon$ of the Green's function $G$ where $\Sigma$ is analytic, the Dyson orbital $f$ obeys $[h_0+\Sigma(\varepsilon)]f=\varepsilon f$ and has squared norm $Z=1/(1-\langle\varphi|\Sigma'(\varepsilon)|\varphi\rangle)$. Here $h_0$ is the one-electron Hamiltonian with the Hartree potential, $\Sigma$ is the exchange-correlation self-energy, and $\varphi=f/\|f\|$. The program obtains $f$ from full configuration interaction overlaps for LiH in the STO-3G basis, and $\Sigma$ by inverting $G$. It asserts the quasiparticle equation and the norm formula for a valence, a core and a satellite pole, whose squared norms are 0.900, 0.987 and 0.065. It also asserts the completeness relation, the pole form of $\Sigma$ and its static exchange part, the slope form of $Z$ at the valence pole, and the matrix norm condition for a degenerate addition pair. For the highest occupied Hartree–Fock orbital, the output shows a linearization error of about $-0.00007$ hartree and an off-diagonal effect of about 0.0019 hartree. A one-level model shows that reversing the sign of the self-energy residue gives weights of 1.077 and −0.077, outside the range allowed for a squared norm.

## Numerical check

```python
"""
Result under test: at a discrete pole e of G(z) = [z - h0 - Sigma(z)]^-1
the Dyson orbital f obeys [h0 + Sigma(e)] f = e f, and
|f|^2 = Z = 1 / (1 - <phi|dSigma/domega|phi>), phi = f/|f|.

G      one-particle Green's function of one spin, from its Lehmann sum
h0     one-electron Hamiltonian plus Hartree potential of the true density
Sigma  exchange-correlation self-energy, obtained by inverting G
f      overlap of the N-electron ground state with an N-1 or N+1 state
System: LiH, full configuration interaction (FCI), STO-3G basis.
Energies are in hartree unless a label says otherwise.
"""
from math import comb
import numpy as np
from scipy.constants import physical_constants
from scipy.linalg import null_space
from pyscf import gto, scf, ao2mo
from pyscf.fci import direct_spin1, addons

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
BOND = 1.6  # angstrom


def circle_expansion(function, center, radius, count=24):
    """Value, first derivative and residue from points on a circle."""
    phases = np.exp(2j * np.pi * (np.arange(count) + 0.5) / count)
    values = np.array([function(center + radius * p) for p in phases])
    value = values.mean(axis=0).real
    slope = (np.tensordot(phases.conj(), values, axes=1) / count / radius).real
    residue = (np.tensordot(phases, values, axes=1) / count * radius).real
    return value, slope, residue


# ---------- mean field and integrals ----------
mol = gto.M(atom=f"Li 0 0 0; H 0 0 {BOND}", basis="sto-3g",
            unit="Angstrom", verbose=0)
mf = scf.RHF(mol)
mf.conv_tol = 1e-12
mf.kernel()
assert mf.converged
orbitals = mf.mo_coeff
norb = orbitals.shape[1]
h_core = orbitals.T @ mf.get_hcore() @ orbitals
eri = ao2mo.restore(1, ao2mo.kernel(mol, orbitals), norb)


def solve_sector(nelec):
    """All eigenstates with the given numbers of up and down electrons."""
    shape = (comb(norb, nelec[0]), comb(norb, nelec[1]))
    two_body = direct_spin1.absorb_h1e(h_core, eri, norb, nelec, 0.5)
    matrix = np.array([
        direct_spin1.contract_2e(two_body, unit.reshape(shape).copy(),
                                 norb, nelec).ravel()
        for unit in np.eye(shape[0] * shape[1])])
    assert np.allclose(matrix, matrix.T, atol=1e-10)
    return np.linalg.eigh(0.5 * (matrix + matrix.T))


n_up, n_down = 2, 2
energy_n, states_n = solve_sector((n_up, n_down))
energy_minus, states_minus = solve_sector((n_up - 1, n_down))
energy_plus, states_plus = solve_sector((n_up + 1, n_down))
assert energy_n[1] - energy_n[0] > 1e-3  # ground state is not degenerate
ground = states_n[:, 0].reshape(comb(norb, n_up), comb(norb, n_down)).copy()

# ---------- Dyson orbitals from many-electron overlaps ----------
removed = np.array([addons.des_a(ground, norb, (n_up, n_down), p).ravel()
                    for p in range(norb)])
added = np.array([addons.cre_a(ground, norb, (n_up, n_down), p).ravel()
                  for p in range(norb)])
dyson = np.hstack([removed @ states_minus, added @ states_plus])
poles = np.concatenate([energy_n[0] - energy_minus,
                        energy_plus - energy_n[0]])
is_removal = np.arange(len(poles)) < len(energy_minus)
visible = np.sum(dyson**2, axis=0) > 1e-16
dyson, poles, is_removal = dyson[:, visible], poles[visible], is_removal[visible]
norms = np.sum(dyson**2, axis=0)
identity = np.eye(norb)
assert np.allclose(dyson @ dyson.T, identity, atol=1e-9)

density = dyson[:, is_removal] @ dyson[:, is_removal].T  # one spin
removal_weight = np.trace(density)
assert abs(removal_weight - n_up) < 1e-9
hartree = np.einsum("pqrs,rs->pq", eri, 2 * density)
exchange = -np.einsum("prsq,rs->pq", eri, density)
h0 = h_core + hartree
first_moment = (dyson * poles) @ dyson.T
assert np.allclose(first_moment, h0 + exchange, atol=1e-8)


def green(z):
    return (dyson / (z - poles)) @ dyson.T


def self_energy(z):
    return z * identity - h0 - np.linalg.inv(green(z))


# ---------- pole form of the self-energy ----------
complement = null_space(dyson)
kappa, rotation = np.linalg.eigh(complement.T @ (poles[:, None] * complement))
coupling = (dyson * poles) @ complement @ rotation
for z in (-0.4 + 0.3j, 0.7 + 0.5j, -2.0 + 0.2j):
    pole_form = exchange + (coupling / (z - kappa)) @ coupling.T
    assert np.allclose(pole_form, self_energy(z), atol=1e-7)
sigma_poles = kappa[np.linalg.norm(coupling, axis=0) > 1e-7]


def distance_to_sigma_pole(energy):
    return np.min(np.abs(sigma_poles - energy))


def expand_sigma(energy):
    radius = min(0.01, 0.25 * distance_to_sigma_pole(energy))
    return circle_expansion(self_energy, energy, radius)[:2]


# ---------- choose three removal poles ----------
def isolated(index):
    return np.min(np.abs(np.delete(poles, index) - poles[index])) > 1e-6


removal = [i for i in np.flatnonzero(is_removal) if isolated(i)]
valence = max((i for i in removal if norms[i] > 0.5), key=lambda i: poles[i])
core = max((i for i in removal if poles[i] < -1.5), key=lambda i: norms[i])
satellite = max((i for i in removal if norms[i] < 0.5), key=lambda i: norms[i])

print("LiH, FCI in STO-3G")
print(f"bond length: {BOND:.2f} angstrom; orbitals: {norb}")
print(f"Hartree-Fock total energy: {mf.e_tot:.6f} hartree")
print(f"FCI total energy: {energy_n[0] + mol.energy_nuc():.6f} hartree")
print(f"sum of removal norms, one spin: {removal_weight:.6f}")

for label, index in (("valence", valence), ("core", core),
                     ("satellite", satellite)):
    energy, orbital, norm = poles[index], dyson[:, index], norms[index]
    sigma, slope = expand_sigma(energy)
    residual = np.linalg.norm((h0 + sigma) @ orbital - energy * orbital)
    residual /= np.sqrt(norm)
    phi = orbital / np.sqrt(norm)
    expectation = phi @ slope @ phi
    z_formula = 1 / (1 - expectation)
    assert residual < 1e-6
    assert abs(z_formula / norm - 1) < 1e-5
    assert np.max(np.linalg.eigvalsh(0.5 * (slope + slope.T))) < 1e-6
    print(f"{label} pole: {energy:.6f} hartree = "
          f"{energy * HARTREE_EV:.4f} eV")
    print(f"  squared norm from overlap: {norm:.6f}")
    print(f"  <dSigma/domega>: {expectation:.6f}")
    print(f"  Z from derivative: {z_formula:.6f}")
    print(f"  nearest Sigma pole at distance: "
          f"{distance_to_sigma_pole(energy):.6f} hartree")
    print(f"  quasiparticle-equation residual: {residual:.1e} hartree")

# ---------- slope of the eigenvalue branch at the valence pole ----------
energy = poles[valence]
step = 0.002 * distance_to_sigma_pole(energy)
branch = []
for omega in (energy - step, energy + step):
    eigenvalues = np.linalg.eigvalsh(h0 + self_energy(omega))
    branch.append(eigenvalues[np.argmin(np.abs(eigenvalues - omega))])
branch_slope = (branch[1] - branch[0]) / (2 * step)
assert abs(np.mean(branch) - energy) < 1e-5
assert abs(1 / (1 - branch_slope) - norms[valence]) < 1e-5
print(f"valence eigenvalue-branch slope: {branch_slope:.6f}")

# ---------- degenerate addition level ----------
strong = [i for i in np.flatnonzero(~is_removal) if norms[i] > 0.5]
strong.sort(key=lambda i: poles[i])
pair = next([i, j] for i, j in zip(strong[:-1], strong[1:])
            if abs(poles[i] - poles[j]) < 1e-7)
pair_energy = poles[pair].mean()
pair_slope = expand_sigma(pair_energy)[1]
gram = dyson[:, pair].T @ (identity - pair_slope) @ dyson[:, pair]
assert np.allclose(gram, np.eye(2), atol=1e-5)
print(f"degenerate addition pair: {pair_energy:.6f} hartree")
print(f"  squared norms: {norms[pair[0]]:.6f}, {norms[pair[1]]:.6f}")
print(f"  largest deviation of f_i(1-Sigma')f_j from unit matrix: "
      f"{np.max(np.abs(gram - np.eye(2))):.1e}")

# ---------- diagonal and linearized quasiparticle equation ----------
homo = n_up - 1


def diagonal_newton(energy):
    """One Newton step for omega = <HOMO|h0 + Sigma(omega)|HOMO>."""
    sigma, slope = expand_sigma(energy)
    factor = 1 / (1 - slope[homo, homo])
    right_side = h0[homo, homo] + sigma[homo, homo]
    return energy + factor * (right_side - energy), factor, right_side


start = mf.mo_energy[homo]
linearized, z_start, start_value = diagonal_newton(start)
diagonal = linearized
for _ in range(8):
    diagonal = diagonal_newton(diagonal)[0]
z_diagonal, diagonal_value = diagonal_newton(diagonal)[1:]
assert abs(diagonal_value - diagonal) < 1e-8
assert abs(linearized - diagonal) < abs(start - diagonal)
print("HOMO, diagonal element in the Hartree-Fock orbital")
print(f"  start, Hartree-Fock energy: {start:.6f} hartree")
print(f"  <h0+Sigma> at start: {start_value:.6f} hartree")
print(f"  Z at start: {z_start:.6f}")
print(f"  linearized solution: {linearized:.6f} hartree")
print(f"  full diagonal solution: {diagonal:.6f} hartree")
print(f"  linearization error: {linearized - diagonal:.2e} hartree")
print(f"  neglected off-diagonal effect: "
      f"{diagonal - poles[valence]:.2e} hartree")
print(f"  Z at diagonal solution: {z_diagonal:.6f}")

# ---------- one level with either sign of the self-energy residue ----------
level, sigma_pole, strength = 0.0, 2.0, 0.5  # eV
print(f"one-level model: level {level:.1f}, Sigma pole {sigma_pole:.1f}, "
      f"coupling {strength:.1f} eV")
for sign in (1, -1):
    def model_sigma(z):
        return sign * strength**2 / (z - sigma_pole)

    def model_green(z):
        return 1 / (z - level - model_sigma(z))

    roots = np.sort(np.roots([1, -(level + sigma_pole),
                              level * sigma_pole - sign * strength**2]).real)
    weights = []
    for root in roots:
        residue = circle_expansion(model_green, root, 0.02)[2]
        slope = circle_expansion(model_sigma, root, 0.02)[1]
        assert abs(residue - 1 / (1 - slope)) < 1e-8
        weights.append(residue)
    assert abs(sum(weights) - 1) < 1e-8
    inside = all(0 < weight <= 1 for weight in weights)
    assert inside == (sign > 0)
    print(f"  residue sign {sign:+d}: poles {roots[0]:.6f}, "
          f"{roots[1]:.6f} eV")
    print(f"    weights {weights[0]:.6f}, {weights[1]:.6f}")

print("ALL CHECKS PASSED")
```

Running it gives:

```
LiH, FCI in STO-3G
bond length: 1.60 angstrom; orbitals: 6
Hartree-Fock total energy: -7.861865 hartree
FCI total energy: -7.882324 hartree
sum of removal norms, one spin: 2.000000
valence pole: -0.268168 hartree = -7.2972 eV
  squared norm from overlap: 0.899990
  <dSigma/domega>: -0.111123
  Z from derivative: 0.899990
  nearest Sigma pole at distance: 0.399406 hartree
  quasiparticle-equation residual: 1.0e-17 hartree
core pole: -2.338764 hartree = -63.6410 eV
  squared norm from overlap: 0.987463
  <dSigma/domega>: -0.012696
  Z from derivative: 0.987463
  nearest Sigma pole at distance: 0.125634 hartree
  quasiparticle-equation residual: 4.5e-16 hartree
satellite pole: -0.710232 hartree = -19.3264 eV
  squared norm from overlap: 0.064853
  <dSigma/domega>: -14.419457
  Z from derivative: 0.064853
  nearest Sigma pole at distance: 0.013179 hartree
  quasiparticle-equation residual: 2.5e-16 hartree
valence eigenvalue-branch slope: -0.111124
degenerate addition pair: 0.156164 hartree
  squared norms: 0.961115, 0.961115
  largest deviation of f_i(1-Sigma')f_j from unit matrix: 8.9e-16
HOMO, diagonal element in the Hartree-Fock orbital
  start, Hartree-Fock energy: -0.285271 hartree
  <h0+Sigma> at start: -0.263837 hartree
  Z at start: 0.883260
  linearized solution: -0.266339 hartree
  full diagonal solution: -0.266266 hartree
  linearization error: -7.35e-05 hartree
  neglected off-diagonal effect: 1.90e-03 hartree
  Z at diagonal solution: 0.889966
one-level model: level 0.0, Sigma pole 2.0, coupling 0.5 eV
  residue sign +1: poles -0.118034, 2.118034 eV
    weights 0.947214, 0.052786
  residue sign -1: poles 0.133975, 1.866025 eV
    weights 1.077350, -0.077350
ALL CHECKS PASSED
```
